# Band-Edge Density-of-States Masses of Silicon's Warped Valence Bands: verification in Python

```python
"""
Result under test: band-edge density-of-states masses of warped valence bands,
    m_d = < A(n)^(-3/2) >^(2/3)   (average over all directions n),
    A(n) = g1 -/+ sqrt(4 g2^2 + 12 (g3^2 - g2^2) s),
    s = nx^2 ny^2 + ny^2 nz^2 + nz^2 nx^2,
upper sign heavy holes, lower sign light holes.
g1, g2, g3: Luttinger parameters; masses in units of the free-electron mass;
hole energy = (hbar^2 k^2 / 2 m0) A(n), measured downward from the band edge.
Delta: spin-orbit splitting between the band edge and the split-off band.
"""
import numpy as np
import sympy as sp
from scipy.constants import hbar, m_e, k as k_B, e as q_e
from scipy.optimize import brentq
from scipy.special import roots_genlaguerre, gamma

g1, g2, g3 = 4.285, 0.339, 1.446
splitting_meV = 44.0      # rough size for silicon, used only for validity limits

# ---------- symbolic test: square of the anisotropic part of the matrix ----------
r3 = sp.sqrt(3)
J_plus = sp.Matrix([[0, r3, 0, 0], [0, 0, 2, 0], [0, 0, 0, r3], [0, 0, 0, 0]])
J_sym = [(J_plus + J_plus.T) / 2,
         (J_plus - J_plus.T) / (2 * sp.I),
         sp.diag(sp.Rational(3, 2), sp.Rational(1, 2),
                 -sp.Rational(1, 2), -sp.Rational(3, 2))]
pairs = [(0, 1), (1, 2), (0, 2)]
Q_sym = [J * J - sp.Rational(5, 4) * sp.eye(4) for J in J_sym]
R_sym = [J_sym[i] * J_sym[j] + J_sym[j] * J_sym[i] for i, j in pairs]
kx, ky, kz, a2, a3 = sp.symbols("kx ky kz a2 a3", real=True)
kv = [kx, ky, kz]
T_sym = sp.zeros(4, 4)
for i in range(3):
    T_sym += 2 * a2 * kv[i]**2 * Q_sym[i]
for (i, j), R in zip(pairs, R_sym):
    T_sym += 2 * a3 * kv[i] * kv[j] * R
quartic = sum(kv[i]**2 * kv[j]**2 for i, j in pairs)
k_squared = kx**2 + ky**2 + kz**2
square = 4 * a2**2 * k_squared**2 + 12 * (a3**2 - a2**2) * quartic
assert (T_sym * T_sym - square * sp.eye(4)).expand() == sp.zeros(4, 4)
assert sp.expand(T_sym.trace()) == 0

# ---------- angular quadrature of the derived formula ----------
def directions(n_z, n_phi):
    """Gauss nodes in nz (even functions), midpoints in phi over a quarter turn."""
    z, w = np.polynomial.legendre.leggauss(2 * n_z)
    z, w = z[n_z:], w[n_z:]
    phi = (np.arange(n_phi) + 0.5) * (np.pi / 2) / n_phi
    Z, PHI = np.meshgrid(z, phi, indexing="ij")
    rho = np.sqrt(1 - Z**2)
    n = np.stack([rho * np.cos(PHI), rho * np.sin(PHI), Z], axis=-1)
    weight = np.repeat(w / n_phi, n_phi)
    return n.reshape(-1, 3), weight

def anisotropy(n):
    return sum(n[..., i]**2 * n[..., j]**2 for i, j in pairs)

def inverse_mass(s, sign):
    return g1 + sign * np.sqrt(4 * g2**2 + 12 * (g3**2 - g2**2) * s)

def band_edge_averages(n_z, n_phi):
    n, w = directions(n_z, n_phi)
    s = anisotropy(n)
    return np.array([w @ inverse_mass(s, sign)**-1.5 for sign in (-1, 1)])

edge = band_edge_averages(100, 80)
assert np.allclose(edge, band_edge_averages(60, 60), rtol=1e-6)
m_h, m_l = edge**(2 / 3)
m_v = edge.sum()**(2 / 3)

# ---------- five-node rule in s, fixed by the sphere moments of s ----------
n_dir, w_dir = directions(40, 40)
s_dir = anisotropy(n_dir)
moments = np.array([w_dir @ s_dir**p for p in range(5)])
assert np.allclose(moments[:3], [1, 1 / 5, 1 / 21], rtol=1e-12)
nodes = np.linspace(0, 1 / 3, 5)
node_weights = np.linalg.solve(np.vander(nodes, 5, increasing=True).T, moments)
A_nodes = np.array([inverse_mass(nodes, sign) for sign in (-1, 1)])
rule_h, rule_l = (A_nodes**-1.5 @ node_weights)**(2 / 3)
assert abs(rule_h - m_h) < 0.005 and abs(rule_l - m_l) < 0.005

# ---------- independent road 1: Boltzmann sum over diagonalized 4x4 matrices ----------
to_array = lambda M: np.array(M.evalf().tolist(), dtype=complex)
Q_num = [to_array(M) for M in Q_sym]
R_num = [to_array(M) for M in R_sym]
step = 0.1                # wave number in units sqrt(2 m0 kB T)/hbar
axis = (np.arange(40) + 0.5) * step
K = np.stack(np.meshgrid(axis, axis, axis, indexing="ij"), -1).reshape(-1, 3)
H = g1 * (K**2).sum(1)[:, None, None] * np.eye(4, dtype=complex)
for i in range(3):
    H -= 2 * g2 * (K[:, i]**2)[:, None, None] * Q_num[i]
for (i, j), R in zip(pairs, R_num):
    H -= 2 * g3 * (K[:, i] * K[:, j])[:, None, None] * R
levels = np.linalg.eigvalsh(H)
boltzmann = 8 * step**3 * np.exp(-levels).sum(axis=0)   # eight equal octants
sum_h, sum_l = boltzmann[:2].mean(), boltzmann[2:].mean()
m_h_sum, m_l_sum = (np.array([sum_h, sum_l]) / np.pi**1.5)**(2 / 3)
assert abs(m_h_sum / m_h - 1) < 1e-3    # grid error from the cusp at k = 0
assert abs(m_l_sum / m_l - 1) < 1e-3

T_cold, T_room = 4.0, 300.0             # kelvin
def band_edge_Nv(T):
    return 2 * (m_v * m_e * k_B * T / (2 * np.pi * hbar**2))**1.5 * 1e-6

k_unit = np.sqrt(2 * m_e * k_B * T_cold) / hbar
Nv_sum = k_unit**3 / (2 * np.pi)**3 * boltzmann.sum() * 1e-6
assert abs(Nv_sum / band_edge_Nv(T_cold) - 1) < 1e-3

# ---------- independent road 2: six-band matrix at fixed hole energy ----------
n6, w6 = directions(24, 24)
P = 6 * g3 * n6[:, :, None] * n6[:, None, :]
for i in range(3):
    P[:, i, i] = g1 - 2 * g2 + 6 * g2 * n6[:, i]**2
P6 = np.einsum("nij,ab->niajb", P, np.eye(2)).reshape(-1, 6, 6)
levi = np.zeros((3, 3, 3))
for i, j, l in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[i, j, l], levi[i, l, j] = 1, -1
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
L_dot_S = sum(np.kron(-1j * levi[i], pauli[i] / 2) for i in range(3))
H_so = (2 * L_dot_S - np.eye(6)) / 3    # unit: Delta; levels 0 (4x) and -1 (2x)
assert np.allclose(np.linalg.eigvalsh(H_so), [-1, -1, 0, 0, 0, 0])
inv_chol = np.linalg.inv(np.linalg.cholesky(P6))

def six_band_averages(ratio):
    """Heavy and light m_d^(3/2) from the k-space volume at energy ratio*Delta."""
    C = inv_chol @ (ratio * np.eye(6) + H_so) @ inv_chol.transpose(0, 2, 1)
    k2 = np.linalg.eigvalsh(C)[:, ::-1] / ratio
    return np.array([w6 @ k2[:, 0:2].mean(1)**1.5, w6 @ k2[:, 2:4].mean(1)**1.5])

assert np.allclose(six_band_averages(1e-6), edge, rtol=1e-4)
ratios = np.array([0.01, 0.05, 0.10, 0.50])
finite = np.array([six_band_averages(r)**(2 / 3) for r in ratios])
assert np.all(np.diff(np.vstack([[m_h, m_l], finite]), axis=0) > 0)

posed_mass = 0.54
assert abs(m_h - posed_mass) > 0.015    # the band-edge value is not 0.54
ratio_posed = brentq(lambda r: six_band_averages(r)[0]**(2 / 3) - posed_mass,
                     1e-6, 0.5)

def thermal_factor(T, order):
    """Six-band heavy+light hole density divided by the band-edge density."""
    x, w = roots_genlaguerre(order, 1.5)
    scale = k_B * T / (q_e * splitting_meV * 1e-3)
    total = sum(wi * six_band_averages(scale * xi).sum() for xi, wi in zip(x, w))
    return total / gamma(2.5) / edge.sum()

factor_cold, factor_room = thermal_factor(T_cold, 16), thermal_factor(T_room, 16)
assert abs(thermal_factor(T_room, 24) / factor_room - 1) < 5e-3
assert 1 < factor_cold < 1.05 and factor_room > factor_cold

# ---------- printed numbers ----------
print(f"Luttinger parameters g1, g2, g3 (no unit): {g1} {g2} {g3}")
print(f"4 g2^2 (no unit): {4*g2**2:.5f}")
print(f"12 (g3^2 - g2^2) (no unit): {12*(g3**2-g2**2):.5f}")
for name, s in (("[100]", 0.0), ("[110]", 0.25), ("[111]", 1 / 3)):
    print(f"{name} s = {s:.4f}; heavy, light mass (m0): "
          f"{1/inverse_mass(s, -1):.4f} {1/inverse_mass(s, 1):.4f}")
print("Sphere moments <s>, <s^2>, <s^3>, <s^4>: "
      + " ".join(f"{m:.8f}" for m in moments[1:]))
print("Five-node rule: s, weight, A_h, A_l, A_h^-1.5, A_l^-1.5 (no unit)")
for s, w, ah, al in zip(nodes, node_weights, *A_nodes):
    print(f"  {s:.5f} {w:.5f} {ah:.4f} {al:.4f} {ah**-1.5:.5f} {al**-1.5:.5f}")
print(f"Five-node heavy, light mass (m0): {rule_h:.4f} {rule_l:.4f}")
print(f"Converged <A^-1.5> heavy, light (no unit): {edge[0]:.5f} {edge[1]:.5f}")
print(f"Band-edge heavy-hole DOS mass (m0): {m_h:.4f}")
print(f"Band-edge light-hole DOS mass (m0): {m_l:.4f}")
print(f"Boltzmann-sum heavy, light mass (m0): {m_h_sum:.4f} {m_l_sum:.4f}")
print(f"Combined valence-band DOS mass (m0): {m_v:.4f}")
print(f"Heavy-hole share of holes (percent): {100*edge[0]/edge.sum():.2f}")
print(f"Band-edge Nv at {T_cold:.0f} K (cm^-3): {band_edge_Nv(T_cold):.4e}")
print(f"Direct k-space sum for Nv at {T_cold:.0f} K (cm^-3): {Nv_sum:.4e}")
print(f"Band-edge Nv at {T_room:.0f} K (cm^-3): {band_edge_Nv(T_room):.4e}")
for r, (mh, ml) in zip(ratios, finite):
    print(f"Six-band heavy, light mass at energy/Delta = {r:.2f} (m0): "
          f"{mh:.4f} {ml:.4f}")
print(f"Rough splitting Delta (meV): {splitting_meV:.0f}")
print(f"Energy/Delta where heavy mass is {posed_mass}: {ratio_posed:.4f}")
print(f"The same energy (meV): {ratio_posed*splitting_meV:.2f}")
for T in (T_cold, T_room):
    print(f"kB T at {T:.0f} K (meV): {k_B*T/q_e*1e3:.3f}")
print(f"Six-band / band-edge hole density at {T_cold:.0f} K: {factor_cold:.4f}")
print(f"Six-band / band-edge hole density at {T_room:.0f} K: {factor_room:.2f}")
print("PASS")
```

Running it gives:

```
Luttinger parameters g1, g2, g3 (no unit): 4.285 0.339 1.446
4 g2^2 (no unit): 0.45968
12 (g3^2 - g2^2) (no unit): 23.71194
[100] s = 0.0000; heavy, light mass (m0): 0.2772 0.2015
[110] s = 0.2500; heavy, light mass (m0): 0.5690 0.1468
[111] s = 0.3333; heavy, light mass (m0): 0.7179 0.1393
Sphere moments <s>, <s^2>, <s^3>, <s^4>: 0.20000000 0.04761905 0.01218781 0.00325557
Five-node rule: s, weight, A_h, A_l, A_h^-1.5, A_l^-1.5 (no unit)
  0.00000 0.03759 3.6070 4.9630 0.14598 0.09044
  0.08333 0.22528 2.7243 5.8457 0.22239 0.07075
  0.16667 0.12721 2.1846 6.3854 0.30970 0.06198
  0.25000 0.51939 1.7576 6.8124 0.42915 0.05624
  0.33333 0.09053 1.3930 7.1770 0.60824 0.05201
Five-node heavy, light mass (m0): 0.5181 0.1552
Converged <A^-1.5> heavy, light (no unit): 0.37294 0.06111
Band-edge heavy-hole DOS mass (m0): 0.5181
Band-edge light-hole DOS mass (m0): 0.1551
Boltzmann-sum heavy, light mass (m0): 0.5181 0.1551
Combined valence-band DOS mass (m0): 0.5733
Heavy-hole share of holes (percent): 85.92
Band-edge Nv at 4 K (cm^-3): 1.6769e+16
Direct k-space sum for Nv at 4 K (cm^-3): 1.6769e+16
Band-edge Nv at 300 K (cm^-3): 1.0892e+19
Six-band heavy, light mass at energy/Delta = 0.01 (m0): 0.5205 0.1554
Six-band heavy, light mass at energy/Delta = 0.05 (m0): 0.5307 0.1567
Six-band heavy, light mass at energy/Delta = 0.10 (m0): 0.5450 0.1584
Six-band heavy, light mass at energy/Delta = 0.50 (m0): 0.7250 0.1778
Rough splitting Delta (meV): 44
Energy/Delta where heavy mass is 0.54: 0.0833
The same energy (meV): 3.66
kB T at 4 K (meV): 0.345
kB T at 300 K (meV): 25.852
Six-band / band-edge hole density at 4 K: 1.0128
Six-band / band-edge hole density at 300 K: 2.39
PASS
```
